# Imposed strain, internal relaxation and the Hill-Mandel test for porous films

## Definitions and conventions

An electronic-structure program that computes elastic constants may offer a choice of macroscopic load on a periodic cell. The user fixes some components of cell strain, lets others adjust until their stress reaches a target, and decides whether the interior may relax. The same choice governs the finite-element homogenization of a porous film. This guide derives what each option computes and what the comparison of energy with stress can reveal.

The cell has volume \(V\), pores included, and outward normal \(\mathbf n\). Its solid part \(\Omega_s\) is linear elastic with stiffness \(C\), strains are small, there is no body force, and pore surfaces carry no traction. With \(\phi\) the porosity, define

\[
\langle f\rangle=\frac1V\int_{\Omega_s} f\,dV,\qquad
\Sigma=\langle\sigma\rangle,\qquad
E_{ij}=\frac1{2V}\oint(u_in_j+u_jn_i)\,dS .
\]

The integral \(\oint\) runs over the outer boundary, and \(\mathbf t=\sigma\mathbf n\) is the traction there. The outer boundary is taken to lie in solid; where pores cut it, the displacement must be continued across them. Six-component vectors are ordered \(xx,yy,zz,yz,xz,xy\), with engineering shear strains, so that \(\Sigma\cdot E=\Sigma_{ij}E_{ij}\). Moduli are in GPa and lengths in nm, since atomic units are unnatural for films.

The displacement is written \(\mathbf u=E\mathbf x+\mathbf w\). For a periodic cell the fluctuation \(\mathbf w\) is periodic. It then adds nothing to the boundary strain, because opposite faces have equal \(\mathbf w\) and opposite \(\mathbf n\). The linear part returns \(E\), since the divergence theorem over the full cell gives \(\oint x_kn_j\,dS=V\delta_{kj}\).

## Which strain belongs to a porous cell

Apply the divergence theorem to \(\partial_ju_i\) in the solid. Its surface consists of the outer boundary and the pore walls. If \(\mathbf m\) points from pore to solid, the solid's outward normal on a wall is \(-\mathbf m\). After symmetrization,

\[
E_{ij}=\langle\varepsilon_{ij}\rangle+\frac1{2V}\int_{\rm walls}(u_im_j+u_jm_i)\,dS .
\]

The second term is the strain carried by the pores. Stress needs no such term, because an empty pore carries none.

## The energy identity

Equilibrium, \(\partial_k\sigma_{ik}=0\), gives \(\partial_k(\sigma_{ik}x_j)=\sigma_{ij}\). Integrating over the solid, where traction-free walls drop out,

\[
V\Sigma_{ij}=\oint t_ix_j\,dS .
\]

In the same way \(\partial_k(\sigma_{ik}u_i)=\sigma_{ik}\varepsilon_{ik}\), so \(V\langle\sigma:\varepsilon\rangle=\oint\mathbf t\cdot\mathbf u\,dS\). Now expand

\[
R=\frac1V\oint(\mathbf t-\Sigma\mathbf n)\cdot(\mathbf u-E\mathbf x)\,dS .
\]

Its four terms are

\[
\begin{aligned}
\frac1V\oint\mathbf t\cdot\mathbf u\,dS&=\langle\sigma:\varepsilon\rangle,\\
-\frac1V E_{ij}\oint t_ix_j\,dS&=-\Sigma:E,\\
-\frac1V\Sigma_{ij}\oint u_in_j\,dS&=-\Sigma:E,\\
\frac1V\Sigma_{ij}E_{ik}\oint x_kn_j\,dS&=\Sigma:E .
\end{aligned}
\]

Adding them gives

\[
\boxed{\langle\sigma:\varepsilon\rangle-\Sigma:E=R.}
\]

The Hill-Mandel condition is \(R=0\). Three boundary conditions ensure it:

- Linear displacement, \(\mathbf u=E\mathbf x\), removes the second factor.
- Uniform traction, \(\mathbf t=\Sigma\mathbf n\), removes the first.
- Periodicity makes the second factor equal on opposite faces and the first factor opposite, so the faces cancel in pairs.

## Internal relaxation and the limits of the test

Collect the fluctuation amplitudes in a vector \(w\). In finite elements they are nodal displacements; in a harmonic crystal they are atomic displacements relative to the homogeneously strained lattice. In both cases the energy per volume is

\[
U(E,w)=\tfrac12E\cdot AE+E\cdot Bw+\tfrac12w\cdot Kw .
\]

The stress and the internal residual are its derivatives:

\[
\Sigma=\frac{\partial U}{\partial E}=AE+Bw,\qquad
r=\frac{\partial U}{\partial w}=B^TE+Kw .
\]

Subtracting \(\Sigma\cdot E\) from twice the energy leaves

\[
\begin{aligned}
2U-\Sigma\cdot E
&=E\cdot AE+2E\cdot Bw+w\cdot Kw-E\cdot AE-E\cdot Bw\\
&=w\cdot(B^TE+Kw)=w\cdot r .
\end{aligned}
\]

The relaxed solution \(w_*\) has \(r=0\), hence \(Kw_*=-B^TE\). Uniform translations cost no energy and are removed before \(K\) is inverted. Inserting \(w_*\) into the stress gives

\[
\Sigma=C^*E,\qquad C^*=A-BK^{-1}B^T .
\]

This is symmetric because \(A\) and \(K\) are. The matrix \(A\) is the unrelaxed stiffness, called clamped-ion in a crystal. For a porous cell with a uniform skeleton of stiffness \(C_s\), it is the Voigt value \((1-\phi)C_s\).

To see what the test can miss, use \(w=sw_*\). Then \(r=B^TE+sKw_*=(s-1)Kw_*\), and

\[
2U-\Sigma\cdot E=(s^2-s)D,\qquad
D=w_*\cdot Kw_*=E\cdot(A-C^*)E .
\]

The last equality follows from \(w_*=-K^{-1}B^TE\). The mismatch vanishes at \(s=1\), the relaxed state, and also at \(s=0\), where nothing has relaxed. Agreement between energy and stress therefore does not show that the interior is in equilibrium. The blind spot is wider than \(s=0\). Since \(w\cdot r=dU(E,sw)/ds\) at \(s=1\), the mismatch vanishes for any \(w\) that minimizes \(U\) along its own direction. Every conjugate-gradient iterate started from \(w=0\) does so, because it minimizes \(U\) over a subspace containing itself, so an unconverged solution passes the test. The residual forces must be inspected separately.

Nor does agreement show that the basis is adequate. The derivation used no property of the basis beyond the quadratic energy and its derivatives, so a coarse mesh satisfies the identity as well as a fine one. A wrong normalizing volume also escapes when \(E\) is the imposed strain, because it rescales \(U\) and \(\Sigma\) by the same factor. It shows up if \(E\) is evaluated from the boundary integral with the same wrong volume, since \(\Sigma\cdot E\) then carries the factor twice.

A crystal calculation often starts from a cell whose interior is relaxed but which has a residual stress \(\Sigma_0\). After relaxation, \(\Delta U=\Sigma_0\cdot E+\frac12E\cdot C^*E\) and \(\Sigma=\Sigma_0+C^*E\), so

\[
2\Delta U-\Sigma\cdot E=\Sigma_0\cdot E .
\]

The consistent comparison is then \(2\Delta U=(\Sigma+\Sigma_0)\cdot E\). Here \(\Sigma\) is the derivative of the energy per initial volume. The Cauchy stress that programs usually print is a force per current area and can differ from it by terms of order \(\Sigma_0E\). Used without conversion, it can leave a mismatch whose size relative to the elastic energy is of the order of initial stress over stiffness, however small the strain. Both forms also require strains small enough for the quadratic energy to hold.

## Discretization and an example cell

The example takes a skeleton with Young modulus 14 GPa and Poisson ratio 0.25, hence \(K_s=9.33\) and \(\mu=5.60\) GPa for its bulk and shear moduli. The porosity is 25 %. One spherical pore of diameter \(d=2\) nm per cubic cell requires

\[
a=d\left(\frac{\pi}{6\phi}\right)^{1/3}=2.56\ \text{nm}.
\]

The pore is drawn with cubes of edge \(a/12=0.213\) nm, and this stepped shape is then held fixed under mesh refinement.

Trilinear displacements on cubic elements turn the weak form \(\langle\delta\varepsilon:C:\varepsilon\rangle=0\), for every periodic variation, into \(Kw=-B^TE\). Two Gauss points per direction integrate the element energy exactly, because the integrand is at most quadratic in each coordinate. Conjugate gradients can solve the singular system, since its load has no net force and so no component along translations.

The code was tested on a laminate: one third skeleton, two thirds a material with Lamé constants \(\lambda=1\), \(\mu=3\) GPa. Its strain is constant in each layer, so trilinear elements can represent it. The largest error was \(5\times10^{-16}\) of the largest stiffness constant.

For the porous cell on the \(12^3\) mesh, impose \(E=(1,-0.3,0.2,0.5,0,0.4)\), a unit-scale amplitude that linearity allows. The stress is \((9.82,0.32,3.98,1.54,0,1.23)\) GPa, and

\[
\Sigma\cdot E=9.82-0.10+0.80+0.77+0.49=11.78\ \text{GPa}.
\]

Volume quadrature of \(\sigma:\varepsilon\) gives the same 11.78 GPa. For the \(xx\) component, the solid contributes 0.625 to the strain and the pore 0.375. If \(E\) is replaced by the mean strain of the solid, \(\langle\varepsilon\rangle/(1-\phi)\), the product with \(\Sigma\) is only 0.811 of the true energy expression.

Scaling the fluctuation by 0.5 produces a mismatch of \(-6.0\) % of the relaxed \(\langle\sigma:\varepsilon\rangle\), as \(-D/4\) predicts; at zero fluctuation the mismatch vanishes although the energy is 24 % too high.

## Choosing the boundary condition

For given \(E\), relaxation minimizes \(U\). A larger space of allowed fluctuations can only lower the minimum. Linear-displacement conditions permit none on the boundary, and periodic conditions permit periodic ones. The largest space fixes only the mean boundary strain. Minimizing there with a multiplier \(\Sigma\) gives

\[
\oint(\mathbf t-\Sigma\mathbf n)\cdot\delta\mathbf u\,dS=0
\]

for every \(\delta\mathbf u\), which is uniform traction. Therefore

\[
E\cdot C_{\rm traction}E\le E\cdot C_{\rm periodic}E\le E\cdot C_{\rm displacement}E .
\]

With the mesh spacing held fixed, the shear constant \(C_{44}\) in GPa is:

| Sample | Traction | Periodic | Displacement |
|---|---:|---:|---:|
| 1 cell | 2.71 | 3.08 | 3.53 |
| 8 cells | 2.91 | 3.08 | 3.30 |

For one cell the outer values lie 12 % below and 15 % above the periodic one; for eight cells, 5 % and 7 %. All satisfy the energy identity, so the identity cannot choose between them. For a truly periodic structure the periodic condition is the right choice. For a sample of a disordered film whose outer boundary lies in solid, the outer two conditions show how strongly the boundary still matters.

A rigid-platen condition shows a real failure. Let \(\mathbf u=(0,0,E_{33}z)\) on the top and bottom faces, and leave the sides traction-free. Only the platens do work, so \(\langle\sigma:\varepsilon\rangle=\Sigma_{33}E_{33}\). The sides nevertheless move inward under tension, and the bond to the platens, which holds the end faces laterally, creates a mean lateral stress. With equal lateral directions,

\[
R=\Sigma_{33}E_{33}-(\Sigma_{33}E_{33}+2\Sigma_{11}E_{11})=-2\Sigma_{11}E_{11}.
\]

For \(E_{33}=1\), the computed \(\Sigma_{11}=0.439\) GPa and \(E_{11}=-0.220\) give \(R=0.193\) GPa, or 2.2 % of \(\langle\sigma:\varepsilon\rangle=8.73\) GPa. The boundary integral gives the same remainder. The solution is a valid elastic state, and platen force and energy agree on the axial ratio \(\Sigma_{33}/E_{33}\). But no stiffness tensor \(C\) can satisfy both \(\Sigma=CE\) and \(\langle\sigma:\varepsilon\rangle=E\cdot CE\) for this state.

## Convergence of the stiffness

Each of \(C_{11}\), \(C_{44}\) and the bulk modulus \(K^*=(C_{11}+2C_{12})/3\) is fixed by a minimum energy. For the fixed pore shape, refinement from 12 to 24 or from 12 to 36 elements per edge enlarges the displacement space, so these constants cannot rise. The 24 mesh is not contained in the 36 mesh; the fall between them is a numerical finding.

| Elements per edge | \(C_{11}\) | \(C_{12}\) | \(C_{44}\) |
|---|---:|---:|---:|
| 12 | 10.10 | 2.79 | 3.08 |
| 24 | 9.94 | 2.70 | 2.98 |
| 36 | 9.89 | 2.68 | 2.95 |
| Extrapolated | 9.80 | 2.63 | 2.92 |

All values are in GPa. The extrapolation fits \(c(h)=c_0+\alpha h^p\), with \(h\) the element edge, to \(C_{11}\), \(K^*\) and \(C_{44}\) separately. The fitted \(p\) lies between 1.1 and 1.3; the sharp edges of the stepped pore are a plausible cause, which was not isolated. Relative to the extrapolated values, the coarse mesh is 3.1 % too stiff in \(C_{11}\) and 5.5 % in \(C_{44}\), while its energy identity holds. Three meshes do not give a rigorous error for the extrapolation itself. Fixing \(p\) at 1.09, the energy order expected from a traction-free re-entrant edge of 270°, lowers the extrapolated \(C_{44}\) by about 0.01 GPa and leaves \(C_{11}\) and \(C_{12}\) unchanged at the digits shown.

The bulk modulus also has the Hashin-Shtrikman upper bound

\[
K^*\le\frac{4K_s\mu(1-\phi)}{4\mu+3K_s\phi}=5.33\ \text{GPa}.
\]

The extrapolated 5.02 GPa respects it. The value lies 6 % below the bound, but it belongs to the stepped pore; a smooth spherical pore of the same porosity comes much closer to the bound.

## Which strain components to release for a film

A blanket film on a stiff substrate has prescribed in-plane strain \(E_{11}=E_{22}=e\), but its free top requires \(\Sigma_{33}=0\). For a cubic cell aligned with the film,

\[
0=2C_{12}e+C_{11}E_{33}\quad\Rightarrow\quad E_{33}=-\frac{2C_{12}}{C_{11}}e .
\]

Insert this in \(\Sigma_{11}=(C_{11}+C_{12})e+C_{12}E_{33}\):

\[
\Sigma_{11}=Me,\qquad M=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}} .
\]

The extrapolated constants give \(M=9.80+2.63-1.41=11.0\) GPa. Holding the normal strain at zero would instead give \(C_{11}+C_{12}=12.4\) GPa, 13 % too high for this film. The correct setting fixes the in-plane cell vectors, releases the third one, and relaxes the interior. For the aligned cubic cell only its length changes. In a general orientation the free top also requires \(\Sigma_{13}=\Sigma_{23}=0\), so the third vector must be free to tilt as well.

This result can be tested without using \(C_{11}\) and \(C_{12}\). Take films of \(n\) cells, bonded below and free above. Once the disturbances near the two surfaces no longer overlap, they add a constant \(c\) to the thickness-integrated stiffness:

\[
nM_n=nM+c\quad\Rightarrow\quad M=3M_3-2M_2 .
\]

On the coarse mesh \(M_2=11.287\) and \(M_3=11.309\) GPa, which give 11.35 GPa. The periodic constants on that mesh give the same value.

Suppose the skeleton contracts by 10 ppm/K more than the substrate during cooling by 350 K. Uniform expansion \(\mathbf u=\alpha\Delta T\,\mathbf x\) leaves a uniform skeleton stress-free even with pores, so the porous film has the skeleton's expansion coefficient \(\alpha\). The mismatch strain is \(10^{-5}\times350=0.35\) %, and the tensile film stress is \(11.0\ \text{GPa}\times0.0035=39\) MPa, if the film starts stress-free and stays elastic.

## Reading the result for a real dielectric

The inputs are rough values for a porous organosilicate interlayer dielectric, with a thickness of 100 nm. The model's Young modulus along a cube axis, 8.7 GPa, is on the high side for such films, for which several GPa is a rough typical range. Real pores are irregular and often connected, and the skeleton may be weaker than assumed. The least secure assumption is the continuum wall: the ideal spheres are separated by 0.56 nm, about 3.5 Si–O bond lengths, and the stepped pore leaves only two drawing cubes, 0.43 nm. A modulus measured on bulk material is not assured at that scale.

As one measure, take a hollow sphere of skeleton material with pore radius \(R=1\) nm and porosity \(\phi\). Let the pore surface carry a tension equal to a surface modulus \(k_s\) times the relative change of area, \(2u/R\), where \(u\) is the radial displacement. This tension loads the solid with \(\sigma_{rr}=4k_su/R^2\). A pore filling of bulk modulus \(k\) would give \(\sigma_{rr}=3ku/R\), so the surface acts like a filling with \(k=4k_s/(3R)\). Solving for the shell with \(u=Ar+B/r^2\) gives the bulk modulus of the whole sphere,

\[
K_s+\frac{\phi}{\dfrac1{k-K_s}+\dfrac{3(1-\phi)}{3K_s+4\mu}} .
\]

An assumed \(k_s=1\) N/m means \(k=1.33\) GPa and raises this modulus from 5.33 to 6.22 GPa, or by 17 %. The surface modulus of a real pore wall may differ.

With the shear constants left unchanged, a 17 % rise of the bulk modulus raises \(M\) by 7 to 8 %. The same surface term also resists shear, because shear changes the local pore area; for a smooth pore in the cubic cell it adds about 3 % to the shear constants, and the total rise of \(M\) is about 9 %. The other estimated changes are smaller:

- **Pore shape.** Halving the edge of the drawing cubes raises \(M\) by 1.8 % on the 24 mesh, with porosity 24.9 %. This is one step of refinement; the full change to a smooth sphere is larger, roughly twice this figure.
- **Temperature.** An assumed softening of \(10^{-4}\) per K lowers the skeleton modulus by 3.5 % over 350 K. At fixed Poisson ratio, \(M\) falls in proportion.
- **Film surfaces.** At 100 nm, or 39 cells, surfaces cut through the middle of the wall lower \(M\) by 0.03 %; the size and sign depend on where the cut lies. The assumed \(k_s\) on the free top, of tension \(2k_se\), would add \(2k_s/(100\ \text{nm})=0.02\) GPa, or 0.2 %.
- **Pore arrangement.** Two random samples of eight pores, averaged over direction, both give \(M=10.7\) GPa, about 6 % below the aligned cubic array on the same mesh.

Most of that last change comes from direction. Averaging the cubic array's stiffness in the same way keeps \(K^*=5.23\) GPa and gives the shear modulus

\[
G=\frac{C_{11}-C_{12}+3C_{44}}5=3.31\ \text{GPa}.
\]

The corresponding isotropic constants, \(K^*+4G/3=9.64\) and \(K^*-2G/3=3.02\) GPa, yield \(M=10.8\) GPa. The random samples lie less than 1 % below this. For a disordered film, the directional average is thus the better use of a cubic-cell calculation in this example.

## Guidance for the setting

Choose the fixed and released strain components from the film's actual constraints. Relax the interior, and check its residual forces directly. Then compare energy with stress, using the outer-boundary strain and including any initial stress. A mismatch points to incomplete relaxation, an inconsistent boundary condition or strain measure, strains beyond the quadratic range, or a stress that is not the exact derivative of the computed energy, as can happen when a plane-wave basis changes with the cell. Agreement leaves the relaxation, the basis, the sample size and the material model to be tested separately. The numerical output gives the values behind these comparisons.

## Calculated quantities

```
Skeleton: E = 14.0 GPa, nu = 0.25, K = 9.333, mu = 5.600 GPa
Porosity of voxel pore = 0.2500; pore diameter = 2.0 nm
Cell edge = 2.559 nm; voxel of pore shape = 0.213 nm
Laminate test, largest relative error = 5.4e-16
-- Hill-Mandel, coarse mesh, mixed load --
Imposed strain (unit amplitude) = [ 1.  -0.3  0.2  0.5  0.   0.4]
Macroscopic stress (GPa) = [ 9.8245  0.3192  3.9751  1.5376 -0.      1.2301]
<sigma:eps> = 11.78468 GPa; S:E = 11.78468 GPa
Relative gap, periodic = 0.0e+00
Largest relative gap, other two conditions = 7.5e-12
Solid part of strain = [ 0.6251 -0.2236  0.1028  0.2746 -0.      0.2197]
Pore part of strain  = [ 0.3749 -0.0764  0.0972  0.2254  0.      0.1803]
S:(mean strain of solid)/<sigma:eps> = 0.8113
Fluctuation scaled by 0.0: relative gap = -0.00000
Fluctuation scaled by 0.5: relative gap = -0.06006
Fluctuation scaled by 1.0: relative gap = +0.00000
Fluctuation scaled by 1.5: relative gap = +0.18019
Energy excess of zero fluctuation = 24.03 %
-- Boundary conditions: C44 on coarse mesh (GPa) --
1 cell(s): traction 2.7075, displacement 3.5253
8 cell(s): traction 2.9116, displacement 3.3000
Periodic: 3.0753
-- Rigid platens, free sides, unit axial strain --
<sigma:eps> = 8.72890 GPa; S:E = 8.53587 GPa
Gap = 0.193032 GPa; boundary remainder = 0.193032 GPa
Relative gap = 2.211 %
Lateral stress = 0.4392 GPa; lateral strain = -0.2197
-- Mesh refinement of one pore shape (GPa) --
N=12: 4413 unknowns, C11=10.1037 C12=2.7919 C44=3.0753
N=24: 33375 unknowns, C11=9.9400 C12=2.7046 C44=2.9815
N=36: 110217 unknowns, C11=9.8897 C12=2.6775 C44=2.9549
Fitted orders for C11, K, C44 = [1.14 1.13 1.28]
Extrapolated: C11=9.804 C12=2.630 C44=2.916 K=5.021
Coarse-mesh excess of C11, K, C44 (%) = [3.06 4.14 5.47]
Hashin-Shtrikman upper bound of K = 5.333 GPa
Young modulus along cube axis = 8.691 GPa; Zener ratio = 0.813
Biaxial modulus M = 11.023 GPa (skeleton 18.667 GPa)
Mismatch strain = 0.350 %; film stress = 38.58 MPa
-- Bonded films, coarse mesh (GPa) --
M of 1, 2, 3 cells = 11.2220, 11.2874, 11.3091
M from films = 11.3527; M from C11, C12 = 11.3527
-- Neglected effects --
Film surfaces at 100 nm (39.1 cells): -0.029 % of M
Smoother pore (porosity 0.2494): +1.78 % of M
Random pores, M of two samples (GPa) = [10.693 10.687]
Change from cubic array (%) = [-5.81 -5.87]
Surface modulus 1.0 N/m: +16.67 % of K
Skeleton softening over 350 K at 1e-04/K: 3.5 %
Thinnest wall = 0.559 nm = 3.5 bond lengths
```
